Semilocal Effective Core Potentials: From Infinite Channel Sum to Finite Form

## First half: symmetry, projectors and closure

### 1. What symmetry fixes

An effective core potential replaces the core electrons of an atom by an operator W acting on a valence electron. Put the nucleus at the origin, and write the electron's position as a distance r and a direction Ω = (θ, φ). Three assumptions define the model. W is linear. It is unchanged by rotations about the nucleus and doesn't involve spin. Finally, it acts at fixed r: the value of Wψ on a sphere depends on ψ on that same sphere alone. Such an operator is called semilocal, because it is local in the distance but may be nonlocal in the direction.

These assumptions almost determine W. Let J_z, J_+ and J_− be the components of the orbital angular momentum operator, and let Y_lm(Ω) be the spherical harmonics. Rotational invariance means that W commutes with J² and J_z, so W Y_lm is again an eigenfunction with the same l and m. On the sphere there is one such function up to a factor. The factor may depend on r, hence

W Y_lm = w_lm(r) Y_lm.

W also commutes with J_+, and J_+ Y_lm = c Y_l,m+1, where c ≠ 0 for m < l. Compare the two orders of action:

W J_+ Y_lm = c w_l,m+1(r) Y_l,m+1

J_+ W Y_lm = c w_lm(r) Y_l,m+1.

The left sides are equal, so w_l,m+1 = w_lm. The factor doesn't depend on m, and it can be called V_l(r). Symmetry therefore leaves one radial function for each angular momentum, or channel:

W = Σ_{l=0}^∞ V_l(r) P_l,

where P_l extracts the part of a function that has angular momentum l.

Now suppose that from some channel L onwards all the radial functions are the same:

V_l(r) = V_L(r) for every l ≥ L.

The form of the answer can be read off. Subtract from W the ordinary multiplication by V_L(r). The remainder gives zero on every Y_lm with l ≥ L, and it multiplies Y_lm by V_l − V_L when l < L. So one expects

W = V_L(r) + Σ_{l=0}^{L−1} [V_l(r) − V_L(r)] P_l.

This argument compares two operators on the individual harmonics. To conclude that they agree on a general wave function, one must know that the harmonics can build every such function. That property is closure, and most of the work lies there.

### 2. The simplest case: two components

Take a function that has an s part and a p part and nothing else on each sphere:

ψ = ψ_s + ψ_p.

By the channel rule,

Wψ = V_0 ψ_s + V_1 ψ_p.

Since ψ_p = ψ − ψ_s,

Wψ = V_0 ψ_s + V_1 (ψ − ψ_s) = V_1 ψ + (V_0 − V_1) ψ_s.

The p component no longer has to be extracted. It has been obtained as "everything that is not s". The price is that V_1 now acts on the s component as well, and the coefficient V_0 − V_1 corrects for this.

Two limits test the result. If ψ_p = 0, it gives V_1 ψ_s + (V_0 − V_1) ψ_s = V_0 ψ_s, as it should. If ψ_s = 0, it gives V_1 ψ_p. If the two potentials are equal, the correction disappears and W is a plain multiplication.

With two components the replacement ψ_p = ψ − ψ_s is trivial. A real orbital seen from a neighbouring nucleus has infinitely many components. The replacement then needs the statement that all of them together, summed in a suitable sense, return ψ.

### 3. Projectors on a sphere

The spherical harmonics are taken orthonormal, with dΩ = sin θ dθ dφ:

∫ Y*_lm(Ω) Y_l'm'(Ω) dΩ = δ_ll' δ_mm'.

For a function f on the sphere, define

(P_l f)(Ω) = Σ_{m=−l}^{l} Y_lm(Ω) ∫ Y*_lm(Ω') f(Ω') dΩ'.

In bra-ket notation P_l = Σ_m |lm⟩⟨lm|, where the bracket contains an integral over angles and none over r. Applying two projectors in succession gives

P_l P_l' = Σ_m Σ_m' |lm⟩⟨lm|l'm'⟩⟨l'm'| = δ_ll' Σ_m |lm⟩⟨lm| = δ_ll' P_l.

So P_l is idempotent, and different channels are orthogonal. When P_l acts on ψ(r, Ω), the distance r is a fixed parameter. The value V_l(r) is then a number, which can be taken through the angular integral:

P_l V_l(r) ψ = V_l(r) P_l ψ.

No order of factors has to be remembered in V_l P_l. This relies on P_l acting at fixed r: multiplication by V_l(r) would in general not commute with a projector that integrated over the distance as well as the direction.

### 4. The projector as an angular average

The sum over m can be carried out once and for all. Let γ be the angle between Ω and Ω', and consider

S_l(Ω, Ω') = Σ_m Y_lm(Ω) Y*_lm(Ω').

A rotation commutes with J², so it turns the 2l+1 harmonics of given l into combinations of themselves. It also preserves integrals over the sphere, so the matrix of this change is unitary. A unitary change leaves S_l the same when both directions are rotated together. We may therefore rotate Ω' to the north pole, after which Ω has polar angle γ.

At the pole the azimuth φ has no meaning, so a continuous function proportional to exp(imφ) must vanish there unless m = 0. One term survives. With

Y_l0 = √[(2l+1)/(4π)] P_l(cos θ), P_l(1) = 1,

where P_l(x) with an argument denotes the Legendre polynomial, the result is

S_l(Ω, Ω') = (2l+1)/(4π) P_l(cos γ).

This is the addition theorem. The projector becomes

(P_l f)(Ω) = (2l+1)/(4π) ∫ P_l(cos γ) f(Ω') dΩ'.

The lowest channel provides a test. For l = 0 the polynomial is 1, and P_0 f is the average of f over the sphere, as an s component should be.

The theorem also gives a bound needed below. The Cauchy–Schwarz inequality applied to the sum over m yields

|S_l(Ω, Ω')| ≤ √[S_l(Ω, Ω) S_l(Ω', Ω')] = (2l+1)/(4π),

and therefore |P_l(x)| ≤ 1 for −1 ≤ x ≤ 1.

### 5. A damped sum that can be done in closed form

We want to show that Σ_l P_l f = f. Direct summation of the kernels (2l+1)P_l(cos γ)/(4π) doesn't converge at each angle, so first multiply each term by t^l with 0 ≤ t < 1 and later let t approach 1.

Start from the Legendre generating function

g(t, x) = (1 − 2tx + t²)^(−1/2) = Σ_{l=0}^∞ t^l P_l(x).

The reason for the second equality is electrostatic. The function g is the inverse distance between a unit vector and a vector of length t, with x the cosine of the angle between them. As a function of the shorter vector it obeys Laplace's equation. The coefficient of t^l is therefore an axially symmetric, regular angular function of angular momentum l, hence proportional to P_l(x). At x = 1 the function is 1/(1−t) = Σ t^l, which fixes every factor to 1.

To produce the weights 2l+1, apply 2t ∂/∂t + 1, since this operator multiplies t^l by 2l+1. Write D = 1 − 2tx + t². Then

∂g/∂t = −(1/2) D^(−3/2) (−2x + 2t) = (x − t) D^(−3/2),

2t ∂g/∂t + g = [2t(x − t) + D] D^(−3/2).

The bracket is

2tx − 2t² + 1 − 2tx + t² = 1 − t².

So

K_t(x) ≡ Σ_{l=0}^∞ (2l+1) t^l P_l(x) = (1 − t²)/(1 − 2tx + t²)^(3/2).

Because |P_l(x)| ≤ 1, this series converges uniformly in x at fixed t < 1. Summation and integration may be exchanged, and

Σ_l t^l (P_l f)(Ω) = (1/4π) ∫ K_t(cos γ) f(Ω') dΩ'.

The damped channel sum is thus a weighted average of f. Its weight has three properties:

- It is positive, since 1 − t² > 0 and D > 0.
- Its average over the sphere is 1. Every P_l with l ≥ 1 integrates to zero, and the l = 0 term contributes 1.
- It concentrates at γ = 0 as t approaches 1. To see this, take an angle δ between 0 and π/2. For x ≤ cos δ,

D ≥ 1 − 2t cos δ + t² = (t − cos δ)² + sin² δ ≥ sin² δ,

so K_t(x) ≤ (1 − t²)/sin³ δ, which tends to zero.

The opposite limit, t = 0, gives K_0 = 1, and the damped sum is the plain spherical average. Raising t from 0 to 1 sharpens the average from the whole sphere to a single direction.

### 6. From the damped sum to closure

Let f be continuous, with |f| ≤ M. As the weight has average 1, the difference between the damped sum and f(Ω) is

(1/4π) ∫ K_t(cos γ) [f(Ω') − f(Ω)] dΩ'.

Divide the sphere at γ = δ. In the near region |f(Ω') − f(Ω)| is less than any chosen ε if δ is small enough, for all Ω at once, because a continuous function on a sphere is uniformly continuous. That region contributes at most ε. The far region contributes at most 2M(1 − t²)/sin³ δ, which vanishes as t → 1. Hence the damped sum converges to f uniformly.

For a fixed t < 1 the damped sum can also be cut at a large l. The integral formula gives |P_l f| ≤ (2l+1)M, so the discarded part is at most M Σ_{l>N} (2l+1)t^l, which is small for large N. Consequently a finite combination of harmonics can approximate any continuous function on the sphere as closely as desired. Continuous functions in turn approximate any square-integrable function in the norm

‖f‖² = ∫ |f(Ω)|² dΩ.

So finite combinations h of harmonics approximate every square-integrable f in this norm.

The damping can now be removed. Let

S_N f = Σ_{l=0}^{N} P_l f,

and let h contain harmonics with l ≤ N. The difference f − S_N f is orthogonal to all these harmonics, while S_N f − h is built from them. The cross terms vanish, and

‖f − h‖² = ‖f − S_N f‖² + ‖S_N f − h‖² ≥ ‖f − S_N f‖².

The undamped sum is at least as good as any other combination up to N. If some h with highest angular momentum N_0 lies within ε of f, then S_N f lies within ε of f for every N ≥ N_0. This proves closure:

Σ_{l=0}^∞ P_l f = f, in the sense ‖f − S_N f‖ → 0.

### 7. A numerical look, and what closure doesn't say

Take a normalized s-type Gaussian ψ with exponent 1 bohr⁻², centred 1.5 bohr from the nucleus. On the sphere r = 1 bohr, choose a point whose direction makes an angle γ with the direction of the Gaussian centre, where cos γ = 0.856. There ψ = 0.3603 bohr^(−3/2). The weighted average with K_t gives

t = 0.6: 0.2250
t = 0.8: 0.2879
t = 0.9: 0.3230

in the same unit. The shortfalls are 0.1353, 0.0725 and 0.0374. Halving 1 − t roughly halves the shortfall. This follows from 1 − t^l ≈ (1 − t)l near t = 1: for a smooth function, the error is approximately (1 − t) Σ_l l P_l ψ.

Closure holds for each given function, but the number of channels needed depends on the function. No N serves for all of them. Indeed

(1 − S_N) Y_{N+1,m} = Y_{N+1,m},

so the omitted part can be the whole function, however large N is. In operator language, the sum converges on each function and doesn't converge in operator norm. A fixed cutoff in the original channel sum is therefore an approximation whose quality depends on ψ. Rewriting the tail by closure involves no such cutoff.

## Second half: the finite form and its use

The first half considered an operator W = Σ_l V_l(r) P_l acting on one electron at distance r and direction Ω from a nucleus. The projector onto angular momentum l is

(P_l ψ)(r, Ω) = (2l+1)/(4π) ∫ P_l(cos γ') ψ(r, Ω') dΩ',

where γ' is the angle between Ω and Ω', and P_l with an argument is a Legendre polynomial. Projectors obey P_l P_l' = δ_ll' P_l and commute with functions of r. Closure states that S_N ψ = Σ_{l≤N} P_l ψ tends to ψ in mean square on each sphere where ψ is square integrable. L denotes the first channel of the common potential: V_l = V_L for all l ≥ L.

### 8. One special channel

Let L = 1, so that the s potential differs from a potential V_1 shared by all other channels. Then

Wψ = V_0 P_0 ψ + V_1 Σ_{l=1}^∞ P_l ψ.

At fixed r, V_1(r) is a finite number and can stand outside the convergent sum. Closure gives

Σ_{l=1}^∞ P_l ψ = ψ − P_0 ψ,

and therefore

Wψ = V_0 P_0 ψ + V_1 (ψ − P_0 ψ) = V_1 ψ + (V_0 − V_1) P_0 ψ.

This is the two-component formula of section 2, now valid with infinitely many components. The operator needs ψ at the point itself and its average over the sphere. If ψ is spherically symmetric about the nucleus, P_0 ψ = ψ and the result is V_0 ψ. If its spherical average vanishes, the result is V_1 ψ.

### 9. Any number of special channels

For general L, split the sum where the potentials become equal:

W = Σ_{l=0}^{L−1} V_l P_l + V_L Σ_{l=L}^∞ P_l.

Closure expresses the tail through the channels that are not in it:

Σ_{l=L}^∞ P_l = 1 − Σ_{l=0}^{L−1} P_l.

Insert this and multiply out:

W = Σ_{l=0}^{L−1} V_l P_l + V_L − Σ_{l=0}^{L−1} V_L P_l.

The two finite sums have the same limits and combine term by term:

W = V_L(r) + Σ_{l=0}^{L−1} [V_l(r) − V_L(r)] P_l.

The minus sign records that V_L, standing alone, already acts on the low channels. Acting on a function of angular momentum j < L, the formula gives

V_L + (V_j − V_L) = V_j,

because P_j leaves the function unchanged and the other projectors remove it. For j ≥ L every projector in the sum gives zero, and V_L remains.

Further limits confirm the form. For L = 0 the finite sum is empty and W is the local potential V_0. If all V_l are shifted by the same function c(r), the differences don't change and W changes by c(r), as it must. Extending the sum to l = L adds a zero term, so the upper limits L − 1 and L are equivalent when L is defined as here. Replacing L by L + 1 also changes nothing, because V_{L+1} = V_L.

### 10. The same statement in all space

The derivation was made sphere by sphere. To pass to three dimensions, cut the original sum at N ≥ L. The difference from the finite formula is

Wψ − Σ_{l=0}^{N} V_l P_l ψ = V_L (ψ − S_N ψ).

Its squared norm in space is

∫_0^∞ r² V_L(r)² ‖ψ(r,·) − S_N ψ(r,·)‖² dr.

At each r the integrand tends to zero by closure. It never exceeds r² V_L² ‖ψ(r,·)‖², since removing components can't lengthen a function. If V_L ψ is square integrable, this bound has a finite integral, and dominated convergence makes the whole expression vanish. The finitely many functions (V_l − V_L)P_l ψ must be square integrable too, so that Wψ itself is.

A Coulomb potential meets the first condition for a bounded orbital near the nucleus: r² times 1/r² is finite there. Suppose that every channel has the same Coulomb part, with u_l(r) denoting the rest in hartree and Z_eff the charge of the nucleus plus core:

V_l(r) = −Z_eff/r + u_l(r).

Then

V_l − V_L = u_l − u_L.

The Coulomb part appears once, in V_L, and cancels from all the differences. On each sphere the norm of (W − V_L)ψ is at most max_l |u_l − u_L| times the norm of ψ. If the u_l are short ranged, the angular projections therefore contribute to norms and expectation values near the core alone, and in this sense W far away is the local attraction of the ion. The ratio Wψ/ψ at a single point is not bounded in this way, because ψ at that point can be far smaller than elsewhere on its sphere. For the model of section 13 at r = 3 bohr and cos γ = −1, the potential differences are below 10⁻³ hartree, yet the projector terms of Wψ/ψ amount to about −900 hartree. The whole region r > 3 bohr adds only about 3 × 10⁻⁷ hartree through these terms to the expectation value.

### 11. Why a common high-l potential can be reasonable

Equality of the potentials from L onwards is an assumption about the core model, and closure doesn't prove it. There is, however, a reason why differences at high l can matter little. Expand a smooth orbital about the nucleus in powers of x, y and z. A polynomial of degree n contains angular momenta no higher than n. The component P_l ψ therefore starts no earlier than r^l.

Let a true set of potentials violate the assumption. For a fixed ψ, the expectation value missed by the finite formula is

Σ_{l>L} ⟨ψ| (V_l − V_L) P_l |ψ⟩.

If V_l − V_L is confined to a small core radius, the factor r^(2l) from two orbitals suppresses each term. The suppression is weak when an orbital varies strongly across the core, and section 15 gives a case where one neglected channel is plainly visible.

### 12. The form needed in quantum Monte Carlo

Quantum Monte Carlo samples electron positions and evaluates the local energy, which includes Wψ/ψ for a trial function ψ. For one electron, the finite form and the integral form of P_l give

Wψ/ψ = V_L(r) + Σ_{l=0}^{L−1} [V_l(r) − V_L(r)] (2l+1)/(4π) ∫ P_l(cos γ') ψ(r, Ω')/ψ(r, Ω) dΩ'.

There are L angular integrals in place of infinitely many. The electron is moved over the sphere on which it sits. For a many-electron function, this is done for each electron in turn with the others held fixed, and the contributions are added.

In the limit where all V_l are equal, the integrals drop out and Wψ/ψ is V_L(r), whatever ψ is. Otherwise the local energy depends on the ratio of trial-function values. Near a node of ψ the denominator goes to zero while the angular integral generally doesn't, so this term can become large there.

### 13. Worked example at one point

Use hartree atomic units and the model potentials

V_l(r) = A_l exp(−br²), b = 1 bohr⁻²,

with A_0 = 4, A_1 = 1 and A_l = −2 hartree for l ≥ 2. Thus L = 2. No Coulomb part is included. The orbital is the Gaussian of section 7,

ψ = N exp(−a|**r** − **R**|²), N = (2a/π)^(3/4),

with a = 1 bohr⁻² and R = 1.5 bohr. Let γ be the angle between **r** and **R**. Since |**r** − **R**|² = r² + R² − 2rR cos γ,

ψ = N exp[−a(r² + R²)] exp(k cos γ), k = 2arR.

On a sphere this depends on γ alone. Taking the z axis along **R**, we see that components with m ≠ 0 vanish. The m = 0 term of the projector is

P_l ψ = N exp[−a(r² + R²)] (2l+1) i_l(k) P_l(cos γ),

i_l(k) = (1/2) ∫_{−1}^{1} P_l(x) exp(kx) dx.

The factor 1/2 is 2π from the azimuthal integral divided by the 4π in the normalization. The two functions needed are

i_0(k) = [exp(k) − exp(−k)]/(2k) = sinh k / k,

i_1(k) = di_0/dk = cosh k / k − sinh k / k².

The derivative works because it brings down a factor x = P_1(x).

At r = 1 bohr, k = 3. With cos γ = 0.856 and the prefactor N exp[−a(r² + R²)] = 0.027635 bohr^(−3/2),

ψ = 0.027635 × exp(3 × 0.856) = 0.3603

P_0 ψ = 0.027635 × 3.3393 = 0.0923

P_1 ψ = 0.027635 × 3 × 2.2428 × 0.856 = 0.1592,

all in bohr^(−3/2). The potentials at this distance are V_0 = 1.4715, V_1 = 0.3679 and V_2 = −0.7358 hartree. The three terms of the finite formula, in hartree bohr^(−3/2), are

V_2 ψ = −0.26513

(V_0 − V_2) P_0 ψ = 2.2073 × 0.09228 = 0.20369

(V_1 − V_2) P_1 ψ = 1.10364 × 0.15916 = 0.17566.

Their sum is Wψ = 0.1142 hartree bohr^(−3/2), and Wψ/ψ = 0.317 hartree. At this point the local term is attractive, and the low-channel corrections turn the total repulsive. The sign depends on the direction: at cos γ = −1 on the same sphere Wψ/ψ is −1.84 hartree.

Summing the original series channel by channel gives, for the highest l included,

l = 1: 0.1943
l = 2: 0.1276
l = 3: 0.1108
l = 4: 0.1113
l = 6: 0.1140
l = 8: 0.1142

Stopping at l = L = 2 leaves an error of 12 % relative to the full value, although no new potential appears beyond that channel. The functions P_l ψ in the tail are still present. The small rise from l = 3 to l = 4 has a simple origin: P_4(0.856) is negative, and multiplication by the negative V_2 makes a positive contribution.

### 14. The expectation value

For ⟨W⟩ = ⟨ψ|W|ψ⟩, first treat the local term. The product of Gaussians is handled by completing the square:

br² + 2a|**r** − **R**|² = (2a+b) |**r** − 2a**R**/(2a+b)|² + 2abR²/(2a+b).

The constant is 2aR² − 4a²R²/(2a+b), which simplifies to the last term. The remaining Gaussian integrates to [π/(2a+b)]^(3/2), and N² = (2a/π)^(3/2). Thus

⟨V_L⟩ = A_L [2a/(2a+b)]^(3/2) exp[−2abR²/(2a+b)]

= −2 × (2/3)^(3/2) × exp(−1.5) = −0.2429 hartree.

For the corrections, P_l² = P_l and P_l is Hermitian, so the angular part of ⟨ψ|P_l|ψ⟩ is ∫|P_l ψ|² dΩ. Using ∫P_l(cos γ)² dΩ = 4π/(2l+1),

⟨(V_l − V_L)P_l⟩ = 4π(2l+1)(A_l − A_L)N² ∫_0^∞ r² exp[−br² − 2a(r² + R²)] i_l(2arR)² dr.

For l = 0 put β = 2aR and c = 2a + b. Then r² i_0² = sinh²(βr)/β², and sinh² y = (cosh 2y − 1)/2 gives

∫_0^∞ exp(−cr²) sinh²(βr) dr = (1/4) √(π/c) [exp(β²/c) − 1].

With β = 3 bohr⁻¹ and c = 3 bohr⁻², the s correction is

6 × 4πN² exp(−4.5) × (1/9) × (1/4)√(π/3) × [exp(3) − 1] = 0.2308 hartree.

The l = 1 integral, evaluated numerically, contributes 0.1517 hartree. Hence

⟨W⟩ = −0.2429 + 0.2308 + 0.1517 = 0.1396 hartree = 3.80 eV.

The program tests this value against the channel-by-channel sum and against an independent ECP integral from PySCF; all three agree.

The partial channel sums of ⟨W⟩ are 0.2044, 0.1568, 0.1430 and 0.1401 hartree for highest l = 1, 2, 3 and 4. From l = 2 onwards they approach the result from above. Each new term is −2 hartree times the expectation value of exp(−br²)P_l, which can't be negative. At l = 2 the sum is still 12 % too high relative to the full ⟨W⟩, while the channels included already hold 85 % of the norm of ψ.

### 15. A case where the formula fails

Now change one high channel: let A_3 = 1 hartree and keep A_l = −2 hartree for l = 2 and for l ≥ 4. The condition for L = 2 is broken. The direct channel sum gives 0.1603 hartree, but the L = 2 formula still gives 0.1396 hartree. It is too low by 0.0207 hartree, or 13 % of the correct value.

The missing amount can be traced. In the original model the l = 3 term changed the partial sum from 0.1568 to 0.1430 hartree, that is by −0.0138 hartree. This term had amplitude −2 hartree, so the expectation value of exp(−br²)P_3 is 0.0069. The amplitude should have been higher by 3 hartree, and

3 × 0.0069 = 0.0207 hartree.

The cure is to choose L = 4, the lowest channel such that V_l = V_L for every l ≥ L. The finite formula then contains differences for l = 0, 1, 2 and 3; the one for l = 2 happens to be zero. Evaluated with PySCF, this form gives 0.1603 hartree, in agreement with the direct sum. Closure remains valid throughout. What failed was the assumption that the whole tail shared one potential.

Table of computed values

```
a = 1.0, b = 1.0 bohr^-2; R = 1.50, r = 1.00 bohr
A_0 = 4.0, A_1 = 1.0, A_(l>=2) = -2.0 hartree; L = 2
Gaussian centre (bohr): [0.9 0.  1.2]
direction of the point: [0.36 0.48 0.8 ]
cos(gamma) = 0.8560, k = 2 a r R = 3.0000
i_0(k) = 3.339292, i_1(k) = 2.242790
N = 0.712705, N exp(-a(r^2+R^2)) = 0.027635 bohr^-3/2
V_0, V_1, V_2 at r: 1.471518, 0.367879, -0.735759 hartree
At the point (psi in bohr^-3/2, W psi in hartree bohr^-3/2):
psi = 0.360347, P_0 psi = 0.092280, P_1 psi = 0.159161
psi smoothed by the kernel, t = 0.6: 0.225025
psi smoothed by the kernel, t = 0.8: 0.287889
psi smoothed by the kernel, t = 0.9: 0.322961
V_2 psi = -0.265129
(V_0-V_2) P_0 psi = 0.203687
(V_1-V_2) P_1 psi = 0.175656
W psi, finite formula = 0.114215
W psi, channel sum to l = 24: 0.114215
W psi / psi = 0.316958 hartree
Partial channel sums: l_max, W psi, <W> in hartree, sum of <P_l>
  0    0.135792    0.153880   0.219754
  1    0.194344    0.204443   0.600821
  2    0.127560    0.156837   0.852772
  3    0.110771    0.143037   0.958085
  4    0.111326    0.140144   0.990341
  6    0.114017    0.139606   0.999691
  8    0.114213    0.139598   0.999994
 12    0.114215    0.139598   1.000000
Expectation value <W> (hartree):
local term <V_2> = -0.242913
l = 0 correction = 0.230819
l = 1 correction = 0.151692
finite formula = 0.139598
channel sum to l = 24: 0.139598
PySCF ECP integral = 0.139598
finite formula in eV = 3.7986
Assumption broken, A_3 = 1.0 hartree; <W> (hartree):
channel sum = 0.160298
L = 4 form (PySCF) = 0.160298
error of the L = 2 formula = -0.020700
```
